# Anisotropic Wannier-Mott exciton: an ellipsoidal trial function and the planar limit: a numerical check

```python
"""
Ground state of a uniaxial Wannier-Mott exciton.
In units R* = Ry*mu_perp/(eps_perp*eps_par) and
a* = a0*sqrt(eps_perp*eps_par)/mu_perp (masses in electron masses), after z is
stretched by sqrt(mu_par/mu_perp), the Hamiltonian is
    H = -Laplacian - 2/sqrt(rho^2 + gamma z^2),
    gamma = eps_perp*mu_perp/(eps_par*mu_par).
Result under test: the trial function exp(-sqrt(rho^2/a^2 + z^2/b^2)) has its
minimum on the curve (beta = sqrt(gamma)*b/a, S = arccos(beta)/sqrt(1-beta^2))
    gamma = 2 beta^3 (1-beta S)/(S-beta),  E = -(3/2) S (S-beta)/(1-beta^2).
It is exact at gamma = 1 but tends to -3 pi^2/8 for gamma -> 0, whereas the
true energy tends to -4 as -4 + |a1'| 32^(2/3) gamma^(1/3), Ai'(a1') = 0.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import odeint, quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import (ai_zeros, eval_genlaguerre, eval_legendre,
                           roots_laguerre)


# ---------- closed formulas for the ellipsoidal trial function ----------
def shape_integral(beta):
    if beta < 1:
        return math.acos(beta) / math.sqrt(1 - beta**2)
    if beta > 1:
        return math.acosh(beta) / math.sqrt(beta**2 - 1)
    return 1.0


def gamma_of_beta(beta):
    S = shape_integral(beta)
    return 2 * beta**3 * (1 - beta * S) / (S - beta)


def trial_solution(gamma):
    """Return beta, a, b and the energy in R* at the minimum."""
    if gamma == 1:
        return 1.0, 1.0, 1.0, -1.0
    beta = brentq(lambda x: gamma_of_beta(x) - gamma, 1e-7, 1 - 1e-7,
                  xtol=1e-17, rtol=1e-14)
    S = shape_integral(beta)
    a = (2 + gamma / beta**2) / (3 * S)
    b = beta * a / math.sqrt(gamma)
    return beta, a, b, -1.5 * S * (S - beta) / (1 - beta**2)


# ---------- the screened potential solves the anisotropic Poisson equation ----
x, y, z = sp.symbols("x y z", real=True)
ep, ez = sp.symbols("ep ez", positive=True)
phi = 1 / sp.sqrt(ep * ez * (x**2 + y**2) + ep**2 * z**2)
D_field = [-ep * sp.diff(phi, x), -ep * sp.diff(phi, y), -ez * sp.diff(phi, z)]
divergence = sum(sp.diff(D, v) for D, v in zip(D_field, (x, y, z)))
assert sp.simplify(divergence) == 0
normal_D = sp.lambdify((x, y, z, ep, ez),
                       sum(D * v for D, v in zip(D_field, (x, y, z))), "math")
flux = 2 * math.pi * quad(
    lambda t: normal_D(math.sqrt(1 - t * t), 0.0, t, 12.0, 6.0), -1, 1)[0]
assert abs(flux / (4 * math.pi) - 1) < 1e-9


# ---------- rescaling: energy in the original coordinates, in hartree ----------
def unscaled_energy(mp, mz, e_perp, e_par, A, C):
    """Quadrature of the original Hamiltonian; A, C are semi-axes in bohr."""
    nodes_r, weights_r = np.polynomial.legendre.leggauss(240)
    nodes_t, weights_t = np.polynomial.legendre.leggauss(160)
    r_max = 30 * max(A, C)
    r = (0.5 * r_max * (nodes_r + 1))[:, None]
    t = (0.5 * (nodes_t + 1))[None, :]
    rho, height = r * np.sqrt(1 - t**2), r * t
    u = np.sqrt(rho**2 / A**2 + height**2 / C**2)
    density = np.exp(-2 * u)
    volume = weights_r[:, None] * weights_t[None, :] * r**2
    kinetic = 0.5 * density * ((rho / (A**2 * u))**2 / mp
                               + (height / (C**2 * u))**2 / mz)
    coulomb = -density / np.sqrt(e_perp * e_par * rho**2
                                 + e_perp**2 * height**2)
    return np.sum(volume * (kinetic + coulomb)) / np.sum(volume * density)


for mp, mz, e_perp, e_par, a, b in ((0.1, 1.0, 12., 6., 0.8, 1.1),
                                   (0.3, 0.5, 5., 4., 1.2, 0.9)):
    gam = e_perp * mp / (e_par * mz)
    length = math.sqrt(e_perp * e_par) / mp
    rydberg_hartree = 0.5 * mp / (e_perp * e_par)
    beta = math.sqrt(gam) * b / a
    formula = ((2 + gam / beta**2) / (3 * a**2) - 2 * shape_integral(beta) / a)
    direct = unscaled_energy(mp, mz, e_perp, e_par, a * length,
                             b * length * math.sqrt(mp / mz))
    assert abs(direct / rydberg_hartree - formula) < 1e-6

# ---------- minimum: brute search against the parametric solution ----------
t_nodes, t_weights = np.polynomial.legendre.leggauss(300)
t_half, w_half = 0.5 * (t_nodes + 1), 0.5 * t_weights


def brute_minimum(gamma):
    def energy(logs):
        a, b = np.exp(logs)
        angular = np.sum(w_half / np.sqrt(a**2 * (1 - t_half**2)
                                          + gamma * b**2 * t_half**2))
        return (2 / a**2 + 1 / b**2) / 3 - 2 * angular
    return minimize(energy, [0.0, 0.0], method="Nelder-Mead",
                    options={"xatol": 1e-8, "fatol": 1e-12}).fun


for gam in (0.9, 0.2, 0.01):
    assert abs(brute_minimum(gam) - trial_solution(gam)[3]) < 1e-8
beta_grid = np.concatenate([np.linspace(0.001, 0.999, 400),
                            np.linspace(1.001, 20, 400)])
assert np.all(np.diff([gamma_of_beta(v) for v in beta_grid]) > 0)


# ---------- reference: diagonalization in Laguerre x Legendre functions ----------
def reference_energy(gamma, n_radial=24, n_angular=16,
                     exponents=(1.0, 1.5, 2.0, 2.5)):
    q, w = roots_laguerre(60)
    poly, slope, over_r = [], [], []
    for n in range(n_radial):
        norm = 1 / math.sqrt((n + 1) * (n + 2))
        L = eval_genlaguerre(n, 2, q)
        dL = -eval_genlaguerre(n - 1, 3, q) if n > 0 else 0 * q
        poly.append(norm * q * L)
        slope.append(norm * (L + q * dL - 0.5 * q * L))
        over_r.append(norm * L)
    poly, slope, over_r = map(np.array, (poly, slope, over_r))
    K = (slope * w) @ slope.T
    inv_r = (poly * w) @ over_r.T
    inv_r2 = (over_r * w) @ over_r.T
    ells = 2 * np.arange(n_angular)
    P = np.array([math.sqrt((2 * l + 1) / 2) * eval_legendre(l, t_nodes)
                  for l in ells])
    G = (P * (t_weights / np.sqrt(1 - (1 - gamma) * t_nodes**2))) @ P.T
    kinetic = (np.kron(K, np.eye(n_angular))
               + np.kron(inv_r2, np.diag(ells * (ells + 1.0))))
    coulomb = -2 * np.kron(inv_r, G)
    return min(eigh((2 * k)**2 * kinetic + 2 * k * coulomb,
                    eigvals_only=True, subset_by_index=[0, 0])[0]
               for k in exponents)


gamma_table = (1.0, 0.5, 0.2, 0.1, 0.01)
reference = {g: reference_energy(g) for g in gamma_table}
basis_change = max(abs(reference[g] - reference_energy(g, 17, 12))
                   for g in gamma_table)
assert basis_change < 2e-3
assert abs(reference[1.0] + 1) < 1e-9
for g in gamma_table:
    assert -4 < reference[g] <= trial_solution(g)[3] + 1e-9

# ---------- neighbourhood of the isotropic point ----------


def near_isotropic(energy):
    """Slope and quadratic coefficient in (gamma-1), from gamma = 1-g."""
    e1, e2 = energy(0.99), energy(0.98)
    slope = 2 * (-1 - e1) / -0.01 * -1 - (-1 - e2) / 0.02
    quadratic = 2 * (e1 + 1 + 0.01 / 3) / 1e-4 - (e2 + 1 + 0.02 / 3) / 4e-4
    return slope, quadratic


slope_trial, quad_trial = near_isotropic(lambda g: trial_solution(g)[3])
slope_ref, quad_ref = near_isotropic(
    lambda g: reference_energy(g, 20, 6, (1.0,)))
assert abs(slope_trial - 1 / 3) < 2e-4 and abs(slope_ref - 1 / 3) < 2e-4
assert abs(quad_trial + 4 / 21) < 1e-3
assert quad_ref < quad_trial + 1e-4

# ---------- small gamma: limit and leading correction of the ellipsoid ----------
trial_limit = -3 * math.pi**2 / 8
trial_coefficient = -trial_limit * 6 / math.pi * (math.pi / 4)**(1 / 3)
tiny = 1e-12
measured = (trial_solution(tiny)[3] - trial_limit) / tiny**(1 / 3)
assert abs(measured / trial_coefficient - 1) < 2e-3

# ---------- small gamma: bounds on the true energy ----------
s_nodes, s_weights = 20 * (t_nodes + 1), 20 * t_weights


def J(p):
    p = np.atleast_1d(p)[:, None]
    return np.exp(-s_nodes - p * np.sinh(s_nodes)) @ s_weights


def product_excess(d):
    """Mean in-plane energy above -4 for exp(-2 rho) at offset d."""
    return 32 * d * J(4 * d)


d_test = 0.05
direct_excess = 32 * quad(lambda r: math.exp(-4 * r)
                          * (1 - r / math.hypot(r, d_test)), 0, 10,
                          points=[0.05, 0.5], limit=200)[0]
assert abs(product_excess(d_test)[0] - direct_excess) < 1e-7


def planar_ground_energy(d):
    """Lowest level of -Laplacian_2D - 2/sqrt(rho^2+d^2), by matching
    the logarithmic derivative w = rho psi'/psi at rho = 1."""
    bound = minimize_scalar(
        lambda k: k * k - 4 * k + 8 * k * k * d * J(2 * k * d)[0],
        bounds=(0.2, 2.2), method="bounded").fun

    def mismatch(E):
        def rhs(w, s):
            r2 = math.exp(2 * s)
            return [r2 * (-2 / math.sqrt(r2 + d * d) - E) - w[0]**2]
        r0 = 1e-3 * d
        start = 0.5 * r0**2 * (-2 / math.hypot(r0, d) - E)
        opts = dict(rtol=1e-10, atol=1e-12, mxstep=20000)
        out = odeint(rhs, [start], [math.log(r0), 0.0], **opts)[-1, 0]
        inn = odeint(rhs, [-20 * math.sqrt(-E)], [math.log(20.0), 0.0],
                     **opts)[-1, 0]
        return out - inn
    return brentq(mismatch, -4.0, bound + 0.01 * (bound + 4), xtol=1e-11)


d_table = np.geomspace(1e-5, 1.0, 26)
planar_slope = np.array([(planar_ground_energy(d) + 4) / d for d in d_table])
assert abs(planar_slope[0] / 32 - 1) < 2e-3
assert np.all(planar_slope * d_table <= product_excess(d_table) * (1 + 1e-4))
slope_spline = CubicSpline(np.log(d_table), planar_slope)


def adiabatic_excess(d):
    return d * slope_spline(np.log(np.clip(d, 1e-5, 1.0)))


def axial_level(gamma, excess):
    """Lowest even level of -d^2/dz^2 + excess(sqrt(gamma)|z|)."""
    force = 32 * math.sqrt(gamma)
    count, extent = 3500, 14.0
    h = extent / count
    q = (np.arange(count) + 0.5) * h
    d = math.sqrt(gamma) * q / force**(1 / 3)
    diagonal = 2 / h**2 + excess(d) / force**(2 / 3)
    diagonal[0] -= 1 / h**2
    level = eigh_tridiagonal(diagonal, np.full(count - 1, -1 / h**2),
                             eigvals_only=True, select="i",
                             select_range=(0, 0))[0]
    return force**(2 / 3) * level


airy_zero = abs(ai_zeros(1)[1][0])
true_coefficient = airy_zero * 32**(2 / 3)
assert abs(axial_level(1e-6, lambda d: 32 * d) / 1e-2
           / true_coefficient - 1) < 1e-4
bounds = {}
for g in (1e-2, 1e-4, 1e-6, 1e-9):
    low = -4 + axial_level(g, adiabatic_excess)
    high = -4 + axial_level(g, product_excess)
    bounds[g] = (low, high)
    assert -4 < low < high <= -4 + true_coefficient * g**(1 / 3) + 1e-6
    assert low < trial_solution(g)[3]
assert bounds[1e-2][0] < reference[0.01] < bounds[1e-2][1]
for value in bounds[1e-9]:
    assert abs((value + 4) / 1e-3 / true_coefficient - 1) < 0.03
assert bounds[1e-6][1] < trial_limit

# ---------- worked example and printed numbers ----------
mu_perp, mu_par, eps_perp, eps_par = 0.10, 1.0, 12.0, 6.0
gamma = eps_perp * mu_perp / (eps_par * mu_par)
rydberg_meV = 1e3 * constants.value("Rydberg constant times hc in eV")
bohr_A = constants.value("Bohr radius") * 1e10
R_star = rydberg_meV * mu_perp / (eps_perp * eps_par)
a_star = bohr_A * math.sqrt(eps_perp * eps_par) / mu_perp
beta, a, b, energy = trial_solution(gamma)
exact_model = reference_energy(gamma)
A_phys = a * a_star
C_phys = b * a_star * math.sqrt(mu_perp / mu_par)
direct = unscaled_energy(mu_perp, mu_par, eps_perp, eps_par,
                         A_phys / bohr_A, C_phys / bohr_A)
assert abs(direct * 2 * rydberg_meV - energy * R_star) < 1e-4

print(f"mu_perp, mu_par = {mu_perp:.2f}, {mu_par:.2f} m0")
print(f"eps_perp, eps_par = {eps_perp:.1f}, {eps_par:.1f}")
print(f"gamma = {gamma:.4f}")
print(f"R* = {R_star:.3f} meV")
print(f"a* = {a_star:.2f} angstrom")
print(f"beta = {beta:.5f}, S = {shape_integral(beta):.5f}")
print(f"a, b = {a:.5f}, {b:.5f} a* (stretched coordinates)")
print(f"physical semi-axes: in-plane {A_phys:.2f}, axial {C_phys:.2f} angstrom")
print(f"trial energy = {energy:.5f} R*")
print(f"trial binding energy = {-energy * R_star:.3f} meV")
print(f"diagonalization binding energy = {-exact_model * R_star:.3f} meV")
print(f"largest change on enlarging the basis = {basis_change:.1e} R*")
print("gamma, beta, trial E (R*), diagonalized E (R*), binding missed (%)")
for g in gamma_table:
    bt, _, _, et = trial_solution(g)
    print(f"  {g:.2f}  {bt:.4f}  {et:.4f}  {reference[g]:.4f}  "
          f"{abs(100 * (1 - et / reference[g])):.2f}")
print(f"slope at gamma=1: trial {slope_trial:.4f}, diag. {slope_ref:.4f} R*")
print(f"quadratic coefficient: trial {quad_trial:.4f}, diag. {quad_ref:.4f} R*")
print(f"ellipsoid limit gamma->0 = {trial_limit:.5f} R*")
print(f"ellipsoid gamma^(1/3) coefficient = {trial_coefficient:.4f} R*")
print(f"|a1'| = {airy_zero:.5f}")
print(f"true gamma^(1/3) coefficient = {true_coefficient:.4f} R*")
print(f"planar slope at d = {d_table[0]:.0e} a*: {planar_slope[0]:.3f} R*/a*")
print("gamma, lower bound, product upper bound, ellipsoid, Airy law (R*)")
for g, (low, high) in bounds.items():
    print(f"  {g:.0e}  {low:.4f}  {high:.4f}  {trial_solution(g)[3]:.4f}  "
          f"{-4 + true_coefficient * g**(1 / 3):.4f}")
print("verified")
```

Running it gives:

```
mu_perp, mu_par = 0.10, 1.00 m0
eps_perp, eps_par = 12.0, 6.0
gamma = 0.2000
R* = 18.897 meV
a* = 44.90 angstrom
beta = 0.56692, S = 1.17512
a, b = 0.74383, 0.94293 a* (stretched coordinates)
physical semi-axes: in-plane 33.40, axial 13.39 angstrom
trial energy = -1.57982 R*
trial binding energy = 29.854 meV
diagonalization binding energy = 29.898 meV
largest change on enlarging the basis = 4.2e-05 R*
gamma, beta, trial E (R*), diagonalized E (R*), binding missed (%)
  1.00  1.0000  -1.0000  -1.0000  0.00
  0.50  0.7818  -1.2411  -1.2414  0.03
  0.20  0.5669  -1.5798  -1.5822  0.15
  0.10  0.4457  -1.8387  -1.8448  0.33
  0.01  0.2026  -2.6048  -2.6464  1.57
slope at gamma=1: trial 0.3333, diag. 0.3333 R*
quadratic coefficient: trial -0.1905, diag. -0.1910 R*
ellipsoid limit gamma->0 = -3.70110 R*
ellipsoid gamma^(1/3) coefficient = 6.5217 R*
|a1'| = 1.01879
true gamma^(1/3) coefficient = 10.2688 R*
planar slope at d = 1e-05 a*: 31.985 R*/a*
gamma, lower bound, product upper bound, ellipsoid, Airy law (R*)
  1e-02  -2.6683  -2.2733  -2.6048  -1.7877
  1e-04  -3.5975  -3.5588  -3.4153  -3.5234
  1e-06  -3.9023  -3.8996  -3.6367  -3.8973
  1e-09  -3.9898  -3.9898  -3.6946  -3.9897
verified
```
